\section*{Drain-Induced Barrier Lowering and the Natural Length of a Double-Gated Monolayer, part 1}

(Sections cited here and not found follow in the second part.)

\section{From Poisson's equation to the barrier}

\noindent\textbf{Q:} You speak of a potential maximum between source and drain. But the gate of a switched-off n-channel transistor pulls the channel potential down, and the drain pulls its own end up. I see a minimum.

\noindent\textbf{A:} The electrostatic potential $\phi$ does have a minimum. An electron has charge $-e$ and potential energy $-e\phi$, so its energy has a maximum at the same place. That maximum is the barrier which electrons from the source must cross. I shall work with $\phi$ and look for its minimum.

\noindent\textbf{Q:} Then fix the device. A barrier shape depends on where the gates are.

\noindent\textbf{A:} The monolayer lies in the plane $y=0$, midway between two gates at $y=\pm t$ that share one voltage. The space between is filled by a dielectric of relative permittivity $\epsilon_{\rm ox}$. The channel runs from the source at $x=0$ to the drain at $x=L$, and nothing varies along the third direction. I treat the monolayer as a sheet without thickness. Its lateral polarisation enters through
\begin{equation}
S=\epsilon_s t_s ,
\end{equation}
where $\epsilon_s$ is its in-plane relative permittivity and $t_s$ its physical thickness, so $S$ is a length. The potential everywhere is $\Phi(x,y)$, and on the sheet it is $\phi(x)=\Phi(x,0)$. On the gates $\Phi=V$ with $V=V_G-V_{\rm FB}$, the gate voltage less the flat-band voltage.

The transistor is below threshold. I therefore leave out the mobile charge and keep a uniform fixed sheet charge $\sigma$, positive for donors. The size of the omitted charge has to be examined once a barrier height is known.

\noindent\textbf{Q:} What does Gauss's law say about the sheet?

\noindent\textbf{A:} Take a flat box around a piece of sheet of length $dx$, with unit width. The lateral displacement flux carried by the sheet is $-\epsilon_0S\phi'$, so the net flux leaving through the two ends is $-\epsilon_0S\phi''dx$. The flux leaving through the top and bottom is $-\epsilon_0\epsilon_{\rm ox}[\partial_y\Phi(x,0^+)-\partial_y\Phi(x,0^-)]dx$. Their sum equals the enclosed charge $\sigma\,dx$. The two gates are equivalent, so $\Phi$ is even in $y$ and $\partial_y\Phi(x,0^-)=-\partial_y\Phi(x,0^+)$. Dividing by $-\epsilon_0dx$ gives
\begin{equation}
S\phi''+2\epsilon_{\rm ox}\,\partial_y\Phi(x,0^+)=-\frac{\sigma}{\epsilon_0}.
\label{sheet}
\end{equation}

\noindent\textbf{Q:} That isn't an equation for $\phi$. The normal field is unknown, and it depends on the whole solution in the dielectric.

\noindent\textbf{A:} It can be related to $\phi$ by averaging the dielectric's own equation, $\partial_x^2\Phi+\partial_y^2\Phi=0$, with a suitable weight. For $0<y<t$ choose $w(y)=1-y/t$, which is one on the sheet and zero on the gate. Integrating the vertical term by parts,
\begin{align}
\int_0^t w\,\partial_y^2\Phi\,dy
&=\bigl[w\,\partial_y\Phi\bigr]_0^t-\int_0^t w'\,\partial_y\Phi\,dy\nonumber\\
&=-\partial_y\Phi(x,0^+)+\frac1t\int_0^t\partial_y\Phi\,dy\nonumber\\
&=-\partial_y\Phi(x,0^+)+\frac{V-\phi}{t}.
\end{align}
The second line uses $w(t)=0$, $w(0)=1$ and $w'=-1/t$. The weighted Laplace equation now reads
\begin{equation}
\partial_y\Phi(x,0^+)=\frac{V-\phi}{t}+\int_0^t w\,\partial_x^2\Phi\,dy .
\label{normal}
\end{equation}
The first term is the field of a parallel-plate capacitor. The second is the correction due to lateral field in the dielectric. No profile has been assumed so far. Inserting \eqref{normal} in \eqref{sheet},
\begin{equation}
S\phi''+2\epsilon_{\rm ox}\int_0^t w\,\partial_x^2\Phi\,dy
-\frac{2\epsilon_{\rm ox}}{t}(\phi-V)=-\frac{\sigma}{\epsilon_0}.
\label{weighted}
\end{equation}

\noindent\textbf{Q:} There is still an integral over an unknown function. Why not drop it and keep the capacitor term?

\noindent\textbf{A:} Dropping it would require the sheet to carry nearly all the lateral flux. A monolayer is so thin that this can fail. I keep the integral and approximate the profile inside it by a linear fall from the sheet to the gate:
\begin{equation}
\Phi(x,y)\simeq V+[\phi(x)-V]\,w(y).
\label{linear}
\end{equation}
Since $V$ and $w$ do not depend on $x$, this gives $\partial_x^2\Phi=\phi''w$. With $s=1-y/t$,
\begin{equation}
\int_0^t w^2\,dy=t\int_0^1s^2\,ds=\frac t3 .
\end{equation}
Equation \eqref{weighted} becomes
\begin{equation}
\left(S+\frac{2\epsilon_{\rm ox}t}{3}\right)\phi''
=\frac{2\epsilon_{\rm ox}}{t}(\phi-V)-\frac{\sigma}{\epsilon_0}.
\end{equation}
Now multiply by $t/(2\epsilon_{\rm ox})$. The result is the quasi-two-dimensional Poisson equation
\begin{equation}
\lambda^2\phi''=\phi-\phi_L,\qquad
\phi_L=V+\frac{\sigma t}{2\epsilon_{\rm ox}\epsilon_0},
\label{reduced}
\end{equation}
with the natural length
\begin{equation}
\lambda^2=\frac{t}{2\epsilon_{\rm ox}}\left(S+\frac{2\epsilon_{\rm ox}t}{3}\right)
=\frac{St}{2\epsilon_{\rm ox}}+\frac{t^2}{3}.
\label{lambda}
\end{equation}

\noindent\textbf{Q:} What do the two constants mean physically?

\noindent\textbf{A:} If the sheet is so long that $\phi''$ vanishes in its middle, then $\phi=\phi_L$ there. This is the potential set by the gates and the fixed charge alone. Donors raise it, as positive charge should. The length $\lambda$ measures how far a disturbance at a contact reaches into the channel before the gates screen it.

The first term in \eqref{lambda} is the square of the thin-dielectric length,
\begin{equation}
\lambda_0^2=\frac{St}{2\epsilon_{\rm ox}} .
\end{equation}
It suffices when $t^2/3\ll\lambda_0^2$. A larger dielectric permittivity reduces this term but leaves $t^2/3$ alone. In this model, therefore, $\lambda$ cannot fall below $t/\sqrt3$ at fixed $t$, however large $\epsilon_{\rm ox}$ becomes.

\noindent\textbf{Q:} Give me a case in which the difference matters.

\noindent\textbf{A:} Take rough values for monolayer MoS$_2$ between alumina-like dielectrics: $\epsilon_s=15$, $t_s=0.65$ nm, $\epsilon_{\rm ox}=8$ and $t=2$ nm. Then $S=15\times0.65=9.75$ nm, while the dielectric contributes $2\times8\times2/3=10.67$ nm. The dielectric's term is slightly larger than the sheet's. The two lengths are
\begin{align}
\lambda_0&=\sqrt{\frac{9.75\times2}{16}}\ {\rm nm}=1.10\ {\rm nm},\\
\lambda&=\sqrt{\frac{20.42\times2}{16}}\ {\rm nm}=1.60\ {\rm nm}.
\end{align}
Here $\lambda_0$ is smaller than $t$, so the condition for using it is violated.

\noindent\textbf{Q:} I accept the equation for now, though I shall return to the linear profile. What happens at the contacts?

\noindent\textbf{A:} I assume they hold the ends of the sheet at fixed potentials,
\begin{equation}
\phi(0)=V_{\rm bi},\qquad \phi(L)=V_{\rm bi}+V_{DS},
\end{equation}
where $V_{\rm bi}$ is the sheet potential at the source end and $V_{DS}\ge0$. All potentials have the same reference. It is convenient to measure from $\phi_L$:
\begin{equation}
u=\phi-\phi_L,\qquad a=V_{\rm bi}-\phi_L,\qquad b=a+V_{DS}.
\end{equation}
The transistor is off when the gate has pulled $\phi_L$ below the source potential, so $a>0$. The problem is then
\begin{equation}
u''=\frac{u}{\lambda^2},\qquad u(0)=a,\qquad u(L)=b .
\end{equation}

\noindent\textbf{Q:} Solve it without skipping the constants. The position of the barrier will depend on them.

\noindent\textbf{A:} Write $q=L/\lambda$. The general solution is
\begin{equation}
u=A e^{x/\lambda}+B e^{-x/\lambda}.
\end{equation}
The source condition gives $B=a-A$. The drain condition is $Ae^q+(a-A)e^{-q}=b$, or $A(e^q-e^{-q})=b-ae^{-q}$. Hence
\begin{equation}
A=\frac{b-ae^{-q}}{2\sinh q},\qquad
B=a-A=\frac{ae^{q}-b}{2\sinh q}.
\label{AB}
\end{equation}
For $B$ I used $2a\sinh q=ae^q-ae^{-q}$. Collecting the terms in $a$ and in $b$ gives the equivalent form
\begin{equation}
u(x)=\frac{a\sinh[(L-x)/\lambda]+b\sinh(x/\lambda)}{\sinh q}.
\label{profile}
\end{equation}
The first term is the influence of the source and the second that of the drain.

\noindent\textbf{Q:} A sum of two exponentials need not turn round inside the channel. When does it?

\noindent\textbf{A:} The slope vanishes when $Ae^{x/\lambda}=Be^{-x/\lambda}$. Since $b\ge a$, the coefficient $A$ is positive, so a solution needs $B>0$. It is
\begin{equation}
x_m=\frac{\lambda}{2}\ln\frac BA
=\frac{\lambda}{2}\ln\frac{ae^q-b}{b-ae^{-q}} .
\label{xm}
\end{equation}
This lies to the right of the source if $B>A$, that is
\begin{equation}
ae^q-b>b-ae^{-q}\quad\Longleftrightarrow\quad b<a\cosh q .
\label{exist}
\end{equation}
This condition also makes $B$ positive, because $\cosh q<e^q$. The point lies to the left of the drain if $B<Ae^{2q}$, which means $ae^q-b<be^{2q}-ae^q$. Dividing by $2e^q$ turns this into $a<b\cosh q$, which holds because $b\ge a$ and $\cosh q>1$. Finally, $u''=u/\lambda^2>0$ at this point, so it is a minimum of potential and a maximum of electron energy.

\noindent\textbf{Q:} And if \eqref{exist} fails?

\noindent\textbf{A:} The potential then rises all the way from the source, and its lowest value sits at the source end. The gate no longer forms a barrier inside the channel. The length at which this happens follows from $\cosh(L_c/\lambda)=b/a$:
\begin{equation}
L_c=\lambda\,{\rm arcosh}\frac ba .
\end{equation}
For the example let $a=0.5$ V and $V_{DS}=0.5$ V, so $b=1.0$ V. Then $L_c=1.60\ {\rm nm}\times{\rm arcosh}\,2=2.1$ nm. A channel shorter than this has no interior barrier in the model. The example will use $L=10$ nm.

\noindent\textbf{Q:} Now the height. Do you have to put \eqref{xm} back into \eqref{profile}?

\noindent\textbf{A:} There is a shorter way. At the minimum the two exponential terms are equal, and their product is $AB$ at every $x$. Each is therefore $\sqrt{AB}$, and $u_m=2\sqrt{AB}$. From \eqref{AB},
\begin{align}
4AB\sinh^2q&=(b-ae^{-q})(ae^q-b)\nonumber\\
&=abe^q-b^2-a^2+abe^{-q}\nonumber\\
&=2ab\cosh q-a^2-b^2 .
\end{align}
It follows that
\begin{equation}
u_m=\frac{\sqrt{2ab\cosh q-a^2-b^2}}{\sinh q}.
\label{um}
\end{equation}
The sheet potential is $V_{\rm bi}=\phi_L+a$ at the source and $\phi_L+u_m$ at the minimum. The barrier seen by an electron at the source edge is therefore
\begin{equation}
E_B=e(a-u_m).
\label{barrier}
\end{equation}
A very long channel has $u_m\to0$, and the barrier takes its full value $ea$. A finite channel has a lower barrier because both contacts lift the potential at its top.

\noindent\textbf{Q:} Put in the 10 nm channel, at low and high drain voltage.

\noindent\textbf{A:} Keep the gate voltage fixed, so $a=0.5$ V in both cases. I choose $V_{DS}=0.05$ V and $0.5$ V, which gives $b=0.55$ V and $1.00$ V. With $q=6.26$, equations \eqref{xm}, \eqref{um} and \eqref{barrier} give these values:
\begin{center}
\begin{tabular}{cccc}
$V_{DS}$ (V) & $x_m$ (nm) & $u_m$ (mV) & $E_B$ (meV)\\
0.05 & 4.92 & 45.8 & 454.2\\
0.50 & 4.44 & 61.7 & 438.3
\end{tabular}
\end{center}
For the second row, for instance, $E_B=500.0-61.7=438.3$ meV. The larger drain voltage moves the barrier top towards the source by about half a nanometre and lowers it by 15.9 meV.

The reduced equation has given the position and height of the barrier, and in the 10 nm example raising the drain voltage from 0.05 to 0.5 V lowers it by 15.9 meV. It remains to find how this lowering depends on channel length, and to test the linear profile and the neglect of mobile charge.
